\section*{Why total energies from different ultrasoft pseudopotentials cannot be compared, part 1}

(Sections cited here and not found follow in the second part.)

\section{The argument under review}

Suppose one oxygen atom is computed in the local density approximation with several ultrasoft pseudopotentials, all generated from the same all-electron atom and all reproducing its $2s$ and $2p$ eigenvalues. One of them, called P4 below, gives a total energy of $-36.545$ Ry and another, P3, gives $-31.031$ Ry. Anyone who takes these two numbers to be comparable will choose P4. Among the four potentials examined here P4 is the least accurate: it misses the ionisation energy of the all-electron atom by $0.068$ Ry, where P3 misses it by $0.008$ Ry. The same belief permits subtracting the neutral-atom energy of P3 from the ion energy of P4, which gives an ionisation energy of $-4.23$ Ry and says that oxygen sheds an electron spontaneously.

The argument that leads to these errors has three claims. (i) Both potentials describe the same atom with the same functional, so both total energies approximate the same number. (ii) The total energy is variational, so the lower value is the better approximation. (iii) If both potentials are good, their energies may be combined in one difference. All three fail. Each potential carries its own additive atomic constant, fixed when the screened potential is converted into the bare coefficients $D^0$ and the ionic local potential, and the constant cancels from every difference that conserves the atoms and is taken with one potential, so it is no measure of accuracy.

\section{Conventions and the functional}

Rydberg atomic units are used: the kinetic operator is $-\nabla^2$, a nucleus gives $-2Z/r$, energies are in Ry ($1$ Ry $=13.605693$ eV) and lengths in bohr. The atom is spherical, spin-unpolarised and nonrelativistic. Orbitals are real radial functions $u(r)=rR(r)$, with $\langle a|b\rangle=\int_0^\infty a\,b\,dr$, and in channel $l$
\begin{equation}
T_l=-\frac{d^2}{dr^2}+\frac{l(l+1)}{r^2}.
\end{equation}
The radial density is $\rho=4\pi r^2 n$, so that $\int\rho\,dr$ counts electrons. With $r_>$ the larger of $r$ and $r'$,
\begin{equation}
V_H(r)=2\int\frac{\rho(r')}{r_>}dr',\qquad E_H=\frac12\int V_H\,\rho\,dr,\qquad E_{xc}=\int\rho\,e_{xc}(n)\,dr .
\end{equation}
The kernel $2/r_>$ is symmetric, so $\delta E_H=\int V_H\,\delta\rho\,dr$, and $\delta E_{xc}=\int v_{xc}\,\delta\rho\,dr$ with $v_{xc}=d(ne_{xc})/dn$.

The potential has one projector $\beta_l$ in each of the channels $s$ and $p$, one occupied orbital $\phi_l$ per channel with occupation $f_l$, and no core correction. It is specified by $V_{\rm ion}(r)$, $\beta_l(r)$, numbers $D^0_l$ and augmentation functions $Q_l(r)$. The energy, the density and the overlap operator are
\begin{align}
E&=\sum_l f_l\left[\langle\phi_l|T_l|\phi_l\rangle+D^0_l\langle\beta_l|\phi_l\rangle^2\right]+\int V_{\rm ion}\,\rho\,dr+E_H[\rho]+E_{xc}[\rho],\label{eq:E}\\
\rho&=\sum_l f_l\left[\phi_l^2+Q_l\langle\beta_l|\phi_l\rangle^2\right],\label{eq:rho}\\
S_l&=1+q_l|\beta_l\rangle\langle\beta_l|,\qquad q_l=\int Q_l\,dr .
\end{align}
The constraint is $\langle\phi_l|S_l|\phi_l\rangle=1$. Integrating (\ref{eq:rho}) gives $\sum_l f_l[\langle\phi_l|\phi_l\rangle+q_l\langle\beta_l|\phi_l\rangle^2]=\sum_l f_l$, so the constraint is what makes the augmented density hold the right charge.

Vary $\phi_l$. From (\ref{eq:rho}), $\delta\rho=2f_l[\phi_l\,\delta\phi_l+Q_l\langle\delta\phi_l|\beta_l\rangle\langle\beta_l|\phi_l\rangle]$. The last three terms of (\ref{eq:E}) change by $\int V_{\rm eff}\,\delta\rho\,dr$ with $V_{\rm eff}=V_{\rm ion}+V_H+v_{xc}$. Collecting terms,
\begin{equation}
\delta E=2f_l\langle\delta\phi_l|H_l|\phi_l\rangle,\qquad H_l=T_l+V_{\rm eff}+D_l|\beta_l\rangle\langle\beta_l|,\qquad D_l=D^0_l+\int Q_lV_{\rm eff}\,dr .\label{eq:var}
\end{equation}
The constraint changes by $2\langle\delta\phi_l|S_l|\phi_l\rangle$. With a Lagrange multiplier $f_l\varepsilon_l$, stationarity reads
\begin{equation}
H_l\phi_l=\varepsilon_lS_l\phi_l .\label{eq:eig}
\end{equation}

\section{How the potential is built}

The all-electron atom at the reference occupations supplies a screened potential $V_{AE}$, valence orbitals $\psi_l$ with $\langle\psi_l|\psi_l\rangle=1$, and eigenvalues $\varepsilon_l$. Outside a radius $r_c$ one sets $\phi_l=\psi_l$ and $V_{\rm loc}=V_{AE}$. Inside,
\begin{equation}
\phi_l=r^{l+1}(a_0+a_1r^2+a_2r^4),\qquad V_{\rm loc}=V_0+ar^2+br^4 .
\end{equation}
The three $a_j$ match $\psi_l$, $\psi_l'$ and $\psi_l''$ at $r_c$; $V_0$ is chosen, and $a$, $b$ match the value and slope of $V_{AE}$. The norm of $\phi_l$ is left free. Define
\begin{equation}
\chi_l=(\varepsilon_l-T_l-V_{\rm loc})\phi_l,\qquad B_l=\langle\phi_l|\chi_l\rangle,\qquad \beta_l=\chi_l/B_l .
\end{equation}
Outside $r_c$, $\chi_l=0$, because there $\phi_l$ obeys the all-electron equation; inside it follows from $T_lr^p=[l(l+1)-p(p-1)]r^{p-2}$. By construction $\langle\beta_l|\phi_l\rangle=1$. Set
\begin{equation}
q_l=\int_0^{r_c}(\psi_l^2-\phi_l^2)\,dr,\qquad D_l=B_l+\varepsilon_lq_l .
\end{equation}
Then $\langle\phi_l|S_l|\phi_l\rangle=\langle\phi_l|\phi_l\rangle+q_l=\langle\psi_l|\psi_l\rangle=1$, and with $V_{\rm loc}$ in the place of $V_{\rm eff}$,
\begin{equation}
(H_l-\varepsilon_lS_l)\phi_l=(T_l+V_{\rm loc}-\varepsilon_l)\phi_l+(D_l-\varepsilon_lq_l)\beta_l=-\chi_l+B_l\beta_l=0 .
\end{equation}
So far only the integral $q_l$ has entered. The function $Q_l(r)$ may be the raw difference $\psi_l^2-\phi_l^2$, or any smooth function inside $r_c$ with the same integral. The choice defines the reference density $\rho_{\rm ref}=\sum_lf_l(\phi_l^2+Q_l)$.

$V_{\rm loc}$ and $D_l$ are screened quantities: they contain the field of the valence electrons. The functional (\ref{eq:E}) adds that field itself, so it must first be removed. This step is descreening:
\begin{equation}
V_{\rm ion}=V_{\rm loc}-V_H[\rho_{\rm ref}]-v_{xc}[\rho_{\rm ref}],\qquad D^0_l=D_l-\int Q_lV_{\rm loc}\,dr .\label{eq:descreen}
\end{equation}
Insert the reference orbitals into the functional. The density is $\rho_{\rm ref}$, the first relation gives $V_{\rm eff}=V_{\rm loc}$, and the second with (\ref{eq:var}) returns $D_l$. The reference orbitals therefore solve (\ref{eq:eig}) self-consistently with the all-electron eigenvalues. That they are the lowest solutions, with no spurious ghost state beneath them, is not guaranteed by the algebra and must be checked.

\section{Against claim (i): the energy at the reference configuration}

Multiply (\ref{eq:eig}) by $f_l\phi_l$, integrate, use the constraint and sum over $l$:
\begin{equation}
\sum_lf_l\varepsilon_l=\sum_lf_l\left[\langle\phi_l|T_l|\phi_l\rangle+D_l\langle\beta_l|\phi_l\rangle^2\right]+\int V_{\rm eff}\sum_lf_l\phi_l^2\,dr .
\end{equation}
Write $D_l=D^0_l+\int Q_lV_{\rm eff}\,dr$ and move the $Q_l$ part into the last integral, where it completes the density (\ref{eq:rho}):
\begin{equation}
\sum_lf_l\varepsilon_l=\sum_lf_l\left[\langle\phi_l|T_l|\phi_l\rangle+D^0_l\langle\beta_l|\phi_l\rangle^2\right]+\int(V_{\rm ion}+V_H+v_{xc})\rho\,dr .
\end{equation}
Subtract this from (\ref{eq:E}). The kinetic, $D^0$ and $V_{\rm ion}$ terms cancel, and $\int V_H\rho\,dr=2E_H$ turns $+E_H$ into $-E_H$. At the reference configuration,
\begin{equation}
E_{\rm ref}=\sum_lf_l\varepsilon_l-E_H[\rho_{\rm ref}]+E_{xc}[\rho_{\rm ref}]-\int v_{xc}[\rho_{\rm ref}]\,\rho_{\rm ref}\,dr .\label{eq:Eref}
\end{equation}
With several projectors per channel the same two lines hold with $Q_{ij}$ and $D_{ij}$, because they use only the definitions of $\rho$ and $D$.

The first term of (\ref{eq:Eref}) is common to all potentials that treat the same states as valence. The rest depends on $\rho_{\rm ref}$, which inside $r_c$ is a choice of the constructor, restricted only in its charge. No condition of the construction mentions $E_{\rm ref}$. The offset
\begin{equation}
C=E_{\rm ref}-E_{AE}
\end{equation}
is therefore a property of the potential. It also changes with the valence partition, since moving a shell into the valence adds its $f\varepsilon$ to the sum and its charge to $\rho_{\rm ref}$. It changes with a core correction too: if $E_{xc}$ is evaluated on $\rho+\rho_c$ with $\rho_c$ fixed, the same steps give $E_{xc}[\rho_{\rm ref}+\rho_c]-\int v_{xc}[\rho_{\rm ref}+\rho_c]\,\rho_{\rm ref}\,dr$ for the last two terms, which contains the exchange-correlation energy of whatever core density was chosen.

Two limits show when the offsets agree. For non-interacting electrons $E_H=E_{xc}=0$, so $E_{\rm ref}=\sum f\varepsilon$ for every potential with the same valence: the arbitrariness comes from the interaction terms. For raw augmentation, $\phi_l^2+Q_l=\psi_l^2$, so $\rho_{\rm ref}=\sum_lf_l\psi_l^2$ whatever $r_c$ and $V_0$ are, and all such potentials share one $E_{\rm ref}$ although their $D^0_l$ and $V_{\rm ion}$ differ. Equal energies then say nothing about equal quality.

The statement that $D^0$ and the local potential fix the constant needs care. They carry it, through (\ref{eq:descreen}). Change $Q_l$ by $\delta Q_l$ with $\int\delta Q_l\,dr=0$, keeping $\phi_l$, $V_{\rm loc}$, $D_l$. Then $\delta\rho_{\rm ref}=\sum_lf_l\,\delta Q_l$, and the $D^0$ term of (\ref{eq:E}) changes by $\sum_lf_l\,\delta D^0_l=-\int V_{\rm loc}\,\delta\rho_{\rm ref}\,dr$. The local term is
\begin{equation}
\int V_{\rm ion}\rho_{\rm ref}\,dr=\int V_{\rm loc}\rho_{\rm ref}\,dr-2E_H-\int v_{xc}\rho_{\rm ref}\,dr ,
\end{equation}
whose first piece changes by $+\int V_{\rm loc}\,\delta\rho_{\rm ref}\,dr$ and cancels the change of the $D^0$ term. What remains is $-2\,\delta E_H$ from $V_{\rm ion}$ against $+\delta E_H$ from the Hartree term, with the exchange-correlation pieces. A more compact positive augmentation charge has more Hartree repulsion, and yet the Hartree pieces together lower the total energy, because descreening deepens $V_{\rm ion}$ enough to hold the eigenvalues in place. Exchange opposes this: for Slater exchange $e_x\propto n^{1/3}$ gives $v_x=\frac43e_x$, so $E_x-\int v_x\rho\,dr=-E_x/3>0$, which grows with compactness. For an augmentation charge $q$ confined within a radius $r_Q$ the self-Hartree term scales as $q^2/r_Q$ and the exchange term as $q^{4/3}/r_Q$. The Hartree term wins when $q$ is of order one, as in the oxygen example below, but for a small and very compact charge exchange can win and the energy then rises: a hydrogen potential with $r_c=1.0$ bohr and $q=0.027$ goes from $-0.892$ Ry at $r_Q=0.35$ bohr to $-0.859$ Ry at $r_Q=0.05$ bohr.

They are not independent dials. Adding $\lambda$ to $D^0_l$ alone adds $\lambda|\beta_l\rangle\langle\beta_l|$ to $H_l$ and spoils the eigenvalue. Adding a constant $c$ to $V_{\rm ion}$ sends $V_{\rm eff}\to V_{\rm eff}+c$ and $D_l\to D_l+cq_l$, that is $H_l\to H_l+cS_l$; every eigenvalue moves by $c$ and the energy by $c\sum f$, which depends on the electron number. For an isolated system this shift is excluded. Outside $r_c$, $\rho_{\rm ref}$ equals the all-electron valence density and encloses the same charge, so by Gauss's law its Hartree potential equals that of the valence electrons. Then (\ref{eq:descreen}) leaves the nucleus, the Hartree field of the core and a difference of two $v_{xc}$ that vanishes where the core density does, so $V_{\rm ion}\to-2Z_v/r$ with $Z_v$ the valence charge. The zero of energy is the vacuum.

\section{What the construction does fix}

Let the self-consistent energy depend on the occupations, with the potential fixed. The explicit dependence of (\ref{eq:E}) on $f_l$, using $\partial\rho/\partial f_l=\phi_l^2+Q_l\langle\beta_l|\phi_l\rangle^2$, is
\begin{equation}
\langle\phi_l|T_l|\phi_l\rangle+D^0_l\langle\beta_l|\phi_l\rangle^2+\int V_{\rm eff}\left[\phi_l^2+Q_l\langle\beta_l|\phi_l\rangle^2\right]dr=\langle\phi_l|H_l|\phi_l\rangle=\varepsilon_l .
\end{equation}
The orbitals also relax. By (\ref{eq:var}) and (\ref{eq:eig}) this contributes $\sum_k2f_k\varepsilon_k\langle\delta\phi_k|S_k|\phi_k\rangle=\sum_kf_k\varepsilon_k\,\delta\langle\phi_k|S_k|\phi_k\rangle=0$, since $S_k$ does not depend on the occupations and the constraint holds throughout. This is Janak's theorem in ultrasoft form,
\begin{equation}
\frac{\partial E}{\partial f_l}=\varepsilon_l ,\label{eq:janak}
\end{equation}
and the all-electron atom obeys it by the same argument with $S=1$, core relaxation included. Matching eigenvalues matches the slopes of $E(f)$. Integrating (\ref{eq:janak}) leaves a constant of integration, which is $C$.

For a change $\Delta$ of the $p$ occupation, with $\eta=\partial\varepsilon_p/\partial f_p$ and $\varepsilon_p''=\partial^2\varepsilon_p/\partial f_p^2$ at the reference point,
\begin{equation}
E(f_p+\Delta)-E(f_p)=\int_{f_p}^{f_p+\Delta}\varepsilon_p\,df=\varepsilon_p\Delta+\frac12\eta\Delta^2+\frac16\varepsilon_p''\Delta^3+\dots\label{eq:taylor}
\end{equation}
Subtract the all-electron series from the pseudopotential series. The linear terms are equal, so the error of the difference is $\frac12(\eta_{PS}-\eta_{AE})\Delta^2+O(\Delta^3)$. It contains no $C$. Transferability is the smallness of this error over the configurations of interest.

A crude model relates the sizes of offset and error. If $N$ electrons shared one rigid orbital with repulsion $J$, then $E_H=\frac12N^2J$, $V_H$ would contribute $NJ$ to $\varepsilon$ and $J$ to $\eta$. A change $\delta J$ from reshaping $Q$ would move $E_{\rm ref}$ by $-\frac12N^2\delta J$ and the error at $|\Delta|=1$ by $+\frac12\delta J$. The offset moves $N^2$ times as far as the difference and in the opposite direction. The model omits orbital relaxation and exchange-correlation and is only qualitative: in the oxygen example below, going from P2 to P4 moves $E_{\rm ref}$ by $-5.018$ Ry and the ionisation error by $+0.052$ Ry, a ratio near $96$ rather than $N^2=36$.

Claim (i) fails because each potential carries its own offset $C$, while the matched eigenvalues fix the slopes of $E(f)$ at the reference point and $C$ drops out of occupation differences taken with one potential. Claims (ii) and (iii) remain to be examined, and the conclusions to be tested numerically on the oxygen atom.
